**Functional-driven and density-driven energy errors for stretched H₂⁺**

The error $\Delta E=\tilde E[\tilde n]-E[n]$ of an approximate functional $\tilde E$ with global minimiser $\tilde n$, relative to the exact functional $E$ with minimiser $n$, splits into $\Delta E_F=\tilde E[n]-E[n]$ and $\Delta E_D=\tilde E[\tilde n]-\tilde E[n]\le0$; for one electron $\Delta E_F=W[n]$ with $W=(1-a)U+E_{xc}^{sl}$, where $U$ is the Hartree energy, $a$ the exact-exchange fraction and $E_{xc}^{sl}$ the semilocal part. The program evaluates both parts for H₂⁺ at four bond lengths $R$ and for the H atom in aug-cc-pVTZ with SVWN5, PBE and PBE0, by direct orbital minimisation, in aJ. It asserts $\Delta E_D<0$ and $W[\tilde n]<\Delta E<W[n]$ in every case, agreement with PySCF energies at 500 pm, a basis error below $10^{-3}E_h$ against a prolate-spheroidal solution, no lower PBE energy from three symmetry-free starts, the quadratic onset and curvature estimate of $\Delta E_D$, and the splitting of a complex orbital's kinetic energy into von Weizsäcker and phase terms. It also asserts the large-$R$ form $\Delta E_F\to(1-a)(U_H/2+k/4R)+2E_{xc}^{sl}[n_H/2]$, with $k=e^2/4\pi\varepsilon_0$, $n_H$ the hydrogen 1s density and $U_H=U[n_H]$, and, within $10^{-4}E_h$, the Slater scaling bound $\Delta E_D\le-w^2E_h/2$, where $wE_h$ is the $R\to\infty$ limit of $\Delta E_F$. Positive values are asserted for the $\sigma_u$ stationary point at 250 pm and for the density-driven part of the separation energy at 500 pm. For PBE at 500 pm the output gives $\Delta E_F=-194.9$ and $\Delta E_D=-13.5$ kJ/mol, and both random starts stop at the energy of the higher $\sigma_u$ point. At 1000 pm a localised, nearly degenerate reference leaves only $+1.5$ kJ/mol of the PBE error in $\Delta E_F$, while $\Delta E_D$ becomes $-245.9$ kJ/mol for a total of $-244.5$ kJ/mol.

## Program and output

```python
# Result under test: dE = Et[nt] - E[n] = dF + dD, dF = Et[n] - E[n], dD = Et[nt] - Et[n] <= 0.
# E exact functional, n its minimiser; Et approximate functional, nt its global minimiser.
# One electron: dF = W[n], W = (1-a) U + Exc_semilocal (U Hartree energy, a exact-exchange
# fraction), and W[nt] <= dE <= W[n].  Stretched H2+ (bond length R):
# dF -> (1-a)(U_H/2 + k/4R) + 2 Exc[n_H/2], k = e^2/(4 pi eps0), n_H hydrogen 1s density.
# Internal arithmetic in units of Eh and a0; output in aJ and pm.
import numpy as np
from scipy import constants as sc, linalg, optimize, integrate
from numpy.polynomial import laguerre as Lg, legendre as Le
from pyscf import gto, dft, ao2mo
from pyscf.scf import hf
from pyscf.dft import libxc

hf.MUTE_CHKFILE = True
Eh = sc.physical_constants['Hartree energy'][0]
a0 = sc.physical_constants['Bohr radius'][0]
assert abs(sc.e**2 / (4 * np.pi * sc.epsilon_0 * a0) / Eh - 1) < 1e-8
aJ, kJ = Eh * 1e18, Eh * sc.N_A / 1e3
XC = {'SVWN5': 'LDA,VWN', 'PBE': 'PBE,PBE', 'PBE0': 'PBE0'}
SLATER = 'LDA,'


def xc_eval(xc, rho4):
    """Fully spin-polarised energy per particle, d/d rho_up, d/d sigma_upup."""
    if libxc.xc_type(xc) == 'LDA':
        e, v = libxc.eval_xc(xc, np.array([rho4[0], 0 * rho4[0]]), spin=1, deriv=1)[:2]
        return e, v[0][:, 0], np.zeros_like(e)
    e, v = libxc.eval_xc(xc, np.array([rho4, 0 * rho4]), spin=1, deriv=1)[:2]
    return e, v[0][:, 0], v[1][:, 0]


class System:
    """Orbital space spanned by eigenvectors of the one-electron Hamiltonian."""
    def __init__(s, R=None, full=False):
        kw = dict(basis='aug-cc-pvtz', spin=1, verbose=0, unit='Bohr')
        if R is None:
            mol = gto.M(atom=[['H', (0, 0, 0)]], **kw)
        else:
            mol = gto.M(atom=[['H', (0, 0, -R / 2)], ['H', (0, 0, R / 2)]],
                        charge=1, symmetry=True, **kw)
        S, T = mol.intor('int1e_ovlp'), mol.intor('int1e_kin')
        h = T + mol.intor('int1e_nuc')
        if R is None or full:
            blocks = [np.eye(mol.nao)]
        else:
            blocks = [mol.symm_orb[list(mol.irrep_name).index(k)] for k in ('A1g', 'A1u')]
        sol = [linalg.eigh(P.T @ h @ P, P.T @ S @ P) for P in blocks]
        s.eps = np.concatenate([e for e, v in sol])
        s.B = np.hstack([P @ v for P, (e, v) in zip(blocks, sol)])
        s.n, s.ng = len(s.eps), len(sol[0][0])
        s.g, s.u = np.arange(s.ng), np.arange(s.ng, s.n)
        s.mol, s.vnn, s.T = mol, mol.energy_nuc(), s.B.T @ T @ s.B
        s.grids = dft.gen_grid.Grids(mol)
        s.grids.atom_grid = (50, 194)
        s.grids.build(with_non0tab=True)
        s.w = s.grids.weights
        s.ao = np.ascontiguousarray(dft.numint.eval_ao(mol, s.grids.coords, deriv=1) @ s.B)
        eri = ao2mo.incore.full(mol.intor('int2e', aosym='s8'), s.B, compact=False)
        s.eri = eri.reshape(s.n**2, s.n**2)
        s.exact = s.eps[0] + s.vnn

    def unit(s, i):
        return np.eye(s.n)[i]

    def parts(s, xc, x):
        p = s.ao @ x
        rho = np.vstack([p[0]**2, 2 * p[0] * p[1:]])
        e, vr, vs = xc_eval(xc, rho)
        Jx = (s.eri @ np.outer(x, x).ravel()).reshape(s.n, s.n) @ x
        a = libxc.hybrid_coeff(xc)
        U, Exc = 0.5 * x @ Jx, np.sum(s.w * e * rho[0])
        one = s.eps @ x**2 + s.vnn
        grad = 2 * s.eps * x + 2 * (1 - a) * Jx
        grad += s.ao[0].T @ (s.w * p[0] * (2 * vr + 8 * vs * np.sum(p[1:]**2, 0)))
        for k in (1, 2, 3):
            grad += s.ao[k].T @ (8 * s.w * vs * p[0]**2 * p[k])
        W = (1 - a) * U + Exc
        return dict(E=one + W, one=one, W=W, U=U, Exc=Exc, T=x @ s.T @ x, grad=grad)

    def minimise(s, xc, x0, idx):
        d = 1 / np.sqrt(2 * (s.eps[idx] - s.eps[idx].min()) + 0.5)

        def vec(y):
            x = np.zeros(s.n)
            x[idx] = d * y
            nrm = np.linalg.norm(x)
            return x / nrm, nrm

        def fun(y):
            x, nrm = vec(y)
            r = s.parts(xc, x)
            return r['E'], d * ((r['grad'] - (r['grad'] @ x) * x) / nrm)[idx]
        res = optimize.minimize(fun, x0[idx] / d, jac=True, method='BFGS',
                                options=dict(gtol=1e-6, maxiter=150))
        return res.fun, vec(res.x)[0]

    def split(s, xc):
        E, x = s.minimise(xc, s.unit(0), s.g)
        at_n, at_nt = s.parts(xc, s.unit(0)), s.parts(xc, x)
        dE, dF, dD = E - s.exact, at_n['E'] - s.exact, E - at_n['E']
        assert dD < -1e-5 and at_nt['W'] < dE < at_n['W']
        return dict(E=E, x=x, n=at_n, nt=at_nt, dE=dE, dF=dF, dD=dD)


def spheroidal(R, p, parity, nx=14, ne=24):
    """Total energy of the lowest sigma state from a Laguerre x Legendre expansion."""
    t, wt = Lg.laggauss(nx + 6)
    xi, wt = 1 + t / (2 * p), wt / (2 * p)
    F = Lg.lagval(t, np.eye(nx))
    dF = 2 * p * (Lg.lagval(t, Lg.lagder(np.eye(nx))) - F / 2)
    eta, we = Le.leggauss(2 * ne + 4)
    C = np.diag(np.sqrt(np.arange(2 * ne) + 0.5))[:, parity::2]
    G, dG = Le.legval(eta, C), Le.legval(eta, Le.legder(C))
    m = lambda A, w: (A * w) @ A.T
    Ox, Oe = m(F, wt), m(G, we)
    H = R / 4 * (np.kron(m(dF, wt * (xi**2 - 1)), Oe) + np.kron(Ox, m(dG, we * (1 - eta**2))))
    H -= R**2 / 2 * np.kron(m(F, wt * xi), Oe)
    S = (R / 2)**3 * (np.kron(m(F, wt * xi**2), Oe) - np.kron(Ox, m(G, we * eta**2)))
    return linalg.eigh(H, S, eigvals_only=True)[0] + 1 / R


print(f"Eh = {aJ:.6f} aJ = {kJ:.2f} kJ/mol; a0 = {a0*1e12:.4f} pm; basis aug-cc-pVTZ")
bohr = {r: r * 1e-12 / a0 for r in (106, 250, 500, 1000)}
sysm, res = {r: System(R) for r, R in bohr.items()}, {}
for r, R in bohr.items():
    s = sysm[r]
    p = R / 2 * np.sqrt(-2 * s.eps[0])
    Eg, Eu = spheroidal(R, p, 0), spheroidal(R, p, 1)
    assert 0 < s.exact - Eg < 1e-3 and Eu > Eg
    if r == 1000:   # omitted R^-6 and tunnelling terms are of order 1e-7
        assert abs(Eg - (-0.5 - 2.25 / R**4)) < 1e-6
    print(f"R {r} pm: E basis {s.exact*aJ:.5f}, spheroidal {Eg*aJ:.5f}, true g-u gap {(Eu-Eg)*aJ:.3e} aJ")
for r in bohr:
    for name, xc in XC.items():
        q = res[r, name] = sysm[r].split(xc)
        if r >= 500:
            assert q['dF'] < 0 and abs(q['dD']) < 0.15 * abs(q['dE'])
        print(f"H2+ {r} pm {name}: dE {q['dE']*aJ:.5f} dF {q['dF']*aJ:.5f} dD {q['dD']*aJ:.5f} aJ")
atom, resH = System(), {}
print(f"H atom: E basis {atom.exact*aJ:.5f} aJ")
for name, xc in XC.items():
    q = resH[name] = atom.split(xc)
    print(f"H atom {name}: dE {q['dE']*aJ:.5f} dF {q['dF']*aJ:.5f} dD {q['dD']*aJ:.5f} aJ")

# independent code: energy on the exact density and self-consistent energy
s = sysm[500]
dm = np.array([np.outer(s.B[:, 0], s.B[:, 0]), np.zeros((s.mol.nao, s.mol.nao))])
for name, xc in XC.items():
    mf = dft.UKS(s.mol)
    mf.xc, mf.grids, mf.chkfile, mf.conv_tol = xc, s.grids, None, 1e-10
    mf.small_rho_cutoff = 0
    mf.irrep_nelec = {'A1g': (1, 0)}
    assert abs(mf.energy_tot(dm=dm) - s.exact - res[500, name]['n']['W']) < 1e-6
    assert abs(mf.kernel(dm0=dm) - res[500, name]['E']) < 1e-6 and mf.converged

# main case and search for anything lower without symmetry
pbe, q = XC['PBE'], res[500, 'PBE']
print(f"PBE 500 pm: Vnn {s.vnn*aJ:.5f} aJ, k/4R {aJ/(4*bohr[500]):.5f} aJ")
for lab in ('n', 'nt'):
    c = q[lab]
    print(f" on {lab}: T {c['T']*aJ:.5f} Vne {(c['one']-s.vnn-c['T'])*aJ:.5f} U {c['U']*aJ:.5f} Exc {c['Exc']*aJ:.5f} aJ")
    print(f" on {lab}: E {c['one']*aJ:.5f} Et {c['E']*aJ:.5f} W {c['W']*aJ:.5f} aJ")
print(f" dE {q['dE']*kJ:.1f} dF {q['dF']*kJ:.1f} dD {q['dD']*kJ:.1f} kJ/mol; dD/dE {q['dD']/q['dE']:.4f}")
full = System(bohr[500], full=True)
allidx, ang = np.arange(full.n), np.radians(40)
Eloc, _ = full.minimise(pbe, np.cos(ang) * full.unit(0) + np.sin(ang) * full.unit(1), allidx)
assert abs(Eloc - q['E']) < 1e-7
print(f" no symmetry, nearly localised start: Et - Et[nt] = {(Eloc-q['E'])*aJ:.6f} aJ")
rng = np.random.default_rng(1)
for i in range(2):
    x0 = rng.normal(size=full.n) / (full.eps - full.eps[0] + 0.25)
    Er, _ = full.minimise(pbe, x0 / np.linalg.norm(x0), allidx)
    assert Er > q['E'] - 1e-7
    print(f" no symmetry, random start {i+1}: Et - Et[nt] = {(Er-q['E'])*aJ:.6f} aJ")
Eu500, _ = s.minimise(pbe, s.unit(s.ng), s.u)
assert Eu500 > q['E'] + 1e-4
print(f" sigma_u stationary point: Et - Et[nt] = {(Eu500-q['E'])*aJ:.6f} aJ")

# quadratic onset along the great circle from nt to n
xt = q['x'] * np.sign(q['x'][0])
th0 = np.arccos(xt[0])
chi = (s.unit(0) - xt[0] * xt) / np.sin(th0)
rise = lambda t: s.parts(pbe, np.cos(t) * xt + np.sin(t) * chi)['E'] - q['E']
ratio = rise(0.1 * th0) / rise(0.05 * th0)
curv = (rise(0.1 * th0) + rise(-0.1 * th0)) / (0.1 * th0)**2
assert abs(ratio - 4) < 0.1 and abs(-0.5 * curv * th0**2 / q['dD'] - 1) < 0.15
print(f" theta0 {th0:.5f} rad, curvature {curv*aJ:.4f} aJ/rad^2, doubling ratio {ratio:.3f}")
print(f" quadratic estimate of dD {-0.5*curv*th0**2*aJ:.5f} aJ")

# the sign fails at a higher stationary point and for an energy difference
s2 = sysm[250]
Eu250, _ = s2.minimise(pbe, s2.unit(s2.ng), s2.u)
false_dD = Eu250 - res[250, 'PBE']['n']['E']
assert false_dD > 1e-3
print(f"PBE 250 pm: Et[sigma_u stationary] - Et[n] = {false_dD*aJ:.5f} aJ")
for r in (106, 500):
    print(f"PBE D = E(H)-E(H2+,{r} pm): dF {(resH['PBE']['dF']-res[r,'PBE']['dF'])*aJ:.5f}"
          f" dD {(resH['PBE']['dD']-res[r,'PBE']['dD'])*aJ:.5f} aJ")
assert resH['PBE']['dD'] - q['dD'] > 1e-4

# kinetic identity for the complex orbital (g + i u)/sqrt2
s1 = sysm[106]
g, u = s1.ao @ s1.unit(0), s1.ao @ s1.unit(s1.ng)
den = 0.5 * (g[0]**2 + u[0]**2)
ok = den > 1e-14
gn, cur = g[0] * g[1:] + u[0] * u[1:], 0.5 * (g[0] * u[1:] - u[0] * g[1:])
TW = np.sum((s1.w * np.sum(gn**2, 0))[ok] / (8 * den[ok]))
Tphase = np.sum((s1.w * np.sum(cur**2, 0))[ok] / (2 * den[ok]))
Tmat = 0.5 * (s1.T[0, 0] + s1.T[s1.ng, s1.ng])
assert abs(Tmat - TW - Tphase) < 5e-4 and Tphase > 1e-2
print(f"complex orbital 106 pm: T {Tmat*aJ:.4f} TW {TW*aJ:.4f} phase term {Tphase*aJ:.4f} aJ")

# stretched limit from the exact 1s density; 5e-4 Eh covers the basis error of the density
nH = lambda r: np.exp(-2 * r) / np.pi
UH = integrate.dblquad(lambda rp, r: 16 * np.pi**2 * r * rp**2 * nH(r) * nH(rp), 0, 30, 0, lambda r: r)[0]
assert abs(UH - 5 / 16) < 1e-7
t, wr = Le.leggauss(400)
rr = 15 * (t + 1)
wr = 15 * wr * 4 * np.pi * rr**2


def exc_1s(xc, occ):
    rho = np.vstack([occ * nH(rr), 0 * rr, 0 * rr, -2 * occ * nH(rr)])
    return np.sum(wr * xc_eval(xc, rho)[0] * rho[0])


ExH = -0.75 * (6 / np.pi)**(1 / 3) * 27 / (64 * np.pi**(1 / 3))
assert abs(exc_1s(SLATER, 1) - ExH) < 1e-7
assert abs(2 * exc_1s(SLATER, 0.5) - 2**(-1 / 3) * ExH) < 1e-7
s4, R4 = sysm[1000], bohr[1000]
assert abs(res[1000, 'PBE']['n']['U'] - UH / 2 - 1 / (4 * R4)) < 5e-4
print(f"U_H {UH*aJ:.5f} aJ; 1000 pm: k/4R {aJ/(4*R4):.5f}, U[n] {res[1000,'PBE']['n']['U']*aJ:.5f} aJ")
for name, xc in XC.items():
    half = 2 * exc_1s(xc, 0.5)
    lim = (1 - libxc.hybrid_coeff(xc)) * (UH / 2 + 1 / (4 * R4)) + half
    assert abs(lim - res[1000, name]['dF']) < 5e-4
    print(f" {name}: 2Exc[nH/2] {half*aJ:.5f}, limit formula dF(1000 pm) {lim*aJ:.5f} aJ")
w = 5 / 32 + 2**(-1 / 3) * ExH
qs = s4.split(SLATER)
assert abs(qs['dF'] - w - 1 / (4 * R4)) < 5e-4
assert qs['dD'] < -w**2 / 2 + 1e-4
print(f"Slater: Ex[nH] {ExH*aJ:.5f}, 2^(-1/3)Ex {2**(-1/3)*ExH*aJ:.5f} aJ, w {w:.5f}, w*Eh {w*aJ:.5f} aJ")
print(f"Slater 1000 pm: formula dF {(w+1/(4*R4))*aJ:.5f}, computed dF {qs['dF']*aJ:.5f} aJ")
print(f"Slater 1000 pm: bound -w^2 Eh/2 {-w**2/2*aJ:.5f}, computed dD {qs['dD']*aJ:.5f} aJ")

# localised, asymptotically degenerate reference
loc = s4.parts(pbe, (s4.unit(0) + s4.unit(s4.ng)) / np.sqrt(2))
q4 = res[1000, 'PBE']
dDloc = q4['E'] - loc['E']
assert abs(loc['one'] - s4.exact) < 1e-4
assert abs(loc['W'] - resH['PBE']['dF']) < 2e-4
assert dDloc < 0 and abs(dDloc) > 0.9 * abs(q4['dE'])
print(f"PBE 1000 pm localised ref: |E - E[n]| {abs(loc['one']-s4.exact)*aJ:.1e} aJ (basis)")
print(f" localised: dF {loc['W']*aJ:.5f} dD {dDloc*aJ:.5f} aJ = {loc['W']*kJ:.1f}, {dDloc*kJ:.1f} kJ/mol")
print(f" symmetric: dF {q4['dF']*kJ:.1f} dD {q4['dD']*kJ:.1f} dE {q4['dE']*kJ:.1f} kJ/mol")
print("done: every assertion held")
```

Running it gives:

```
Eh = 4.359745 aJ = 2625.50 kJ/mol; a0 = 52.9177 pm; basis aug-cc-pVTZ
R 106 pm: E basis -2.62588, spheroidal -2.62733, true g-u gap 1.893e+00 aJ
R 250 pm: E basis -2.30633, spheroidal -2.30787, true g-u gap 2.540e-01 aJ
R 500 pm: E basis -2.18279, spheroidal -2.18361, true g-u gap 4.836e-03 aJ
R 1000 pm: E basis -2.17917, spheroidal -2.17995, true g-u gap 7.657e-07 aJ
H2+ 106 pm SVWN5: dE 0.08173 dF 0.08447 dD -0.00274 aJ
H2+ 106 pm PBE: dE -0.02911 dF -0.02415 dD -0.00496 aJ
H2+ 106 pm PBE0: dE -0.02848 dF -0.02599 dD -0.00249 aJ
H2+ 250 pm SVWN5: dE -0.08419 dF -0.07232 dD -0.01187 aJ
H2+ 250 pm PBE: dE -0.19364 dF -0.16792 dD -0.02572 aJ
H2+ 250 pm PBE0: dE -0.14487 dF -0.13088 dD -0.01398 aJ
H2+ 500 pm SVWN5: dE -0.22526 dF -0.21457 dD -0.01069 aJ
H2+ 500 pm PBE: dE -0.34594 dF -0.32357 dD -0.02237 aJ
H2+ 500 pm PBE0: dE -0.25951 dF -0.24682 dD -0.01269 aJ
H2+ 1000 pm SVWN5: dE -0.28510 dF -0.27533 dD -0.00977 aJ
H2+ 1000 pm PBE: dE -0.40593 dF -0.38477 dD -0.02116 aJ
H2+ 1000 pm PBE0: dE -0.30471 dF -0.29275 dD -0.01196 aJ
H atom: E basis -2.17909 aJ
H atom SVWN5: dE 0.09292 dF 0.09718 dD -0.00426 aJ
H atom PBE: dE 0.00007 dF 0.00243 dD -0.00236 aJ
H atom PBE0: dE -0.00578 dF -0.00470 dD -0.00108 aJ
PBE 500 pm: Vnn 0.46142 aJ, k/4R 0.11535 aJ
 on n: T 2.15567 Vne -4.79987 U 0.79340 Exc -1.11698 aJ
 on n: E -2.18279 Et -2.50636 W -0.32357 aJ
 on nt: T 2.61622 Vne -5.23832 U 0.86287 Exc -1.23091 aJ
 on nt: E -2.16069 Et -2.52873 W -0.36804 aJ
 dE -208.3 dF -194.9 dD -13.5 kJ/mol; dD/dE 0.0647
 no symmetry, nearly localised start: Et - Et[nt] = 0.000000 aJ
 no symmetry, random start 1: Et - Et[nt] = 0.002117 aJ
 no symmetry, random start 2: Et - Et[nt] = 0.002117 aJ
 sigma_u stationary point: Et - Et[nt] = 0.002117 aJ
 theta0 0.08733 rad, curvature 5.8886 aJ/rad^2, doubling ratio 4.000
 quadratic estimate of dD -0.02245 aJ
PBE 250 pm: Et[sigma_u stationary] - Et[n] = 0.15069 aJ
PBE D = E(H)-E(H2+,106 pm): dF 0.02658 dD 0.00260 aJ
PBE D = E(H)-E(H2+,500 pm): dF 0.32600 dD 0.02001 aJ
complex orbital 106 pm: T 3.0602 TW 2.4166 phase term 0.6435 aJ
U_H 1.36242 aJ; 1000 pm: k/4R 0.05768, U[n] 0.73846 aJ
 SVWN5: 2Exc[nH/2] -1.01448, limit formula dF(1000 pm) -0.27559 aJ
 PBE: 2Exc[nH/2] -1.12400, limit formula dF(1000 pm) -0.38511 aJ
 PBE0: 2Exc[nH/2] -0.84716, limit formula dF(1000 pm) -0.29299 aJ
Slater: Ex[nH] -1.16858, 2^(-1/3)Ex -0.92750 aJ, w -0.05649, w*Eh -0.24629 aJ
Slater 1000 pm: formula dF -0.18861, computed dF -0.18838 aJ
Slater 1000 pm: bound -w^2 Eh/2 -0.00696, computed dD -0.00719 aJ
PBE 1000 pm localised ref: |E - E[n]| 6.5e-07 aJ (basis)
 localised: dF 0.00243 dD -0.40836 aJ = 1.5, -245.9 kJ/mol
 symmetric: dF -231.7 dD -12.7 dE -244.5 kJ/mol
done: every assertion held
```
